# Gas Released by Air-Saturated Water Heated from 25 to 60 °C

## One gas above the water

Let one litre of water stand under pure nitrogen at atmospheric pressure \(P\), and ignore water vapour for the moment. At 25 °C the water holds an amount \(mk_1P\) of nitrogen, where \(m\) is the mass of water and \(k_1\) the Henry constant, that is, the dissolved amount per kilogram of water and per unit of gas pressure. After heating to 60 °C at the same pressure it can hold only \(mk_2P\). The difference leaves as gas, and the ideal gas law gives its volume:
\[
V=\frac{RT_2}{P}\,(mk_1P-mk_2P)=mRT_2\,(k_1-k_2).
\]
The pressure cancels: a higher pressure dissolves more gas but also compresses what is released.

For nitrogen take \(k_1=6.50\) and \(k_2=4.91\) µmol/(kg kPa). One litre measured at 25 °C has \(m=0.997\) kg. At \(T_2=333.15\) K, \(RT_2=2770\) J/mol, which in the units used here is 2.770 mL kPa/µmol. Hence
\[
V=0.997\times2.770\times(6.50-4.91)\approx4.4\ \text{mL}.
\]

Now admit the vapour. The space above the water, and every bubble in it, contains vapour at its saturation pressure \(p_w\), so nitrogen has only the remainder of the total pressure. With \(p_w=3.20\) kPa at 25 °C and 20.08 kPa at 60 °C, and \(P=101.325\) kPa, the nitrogen pressure is
\[
D_1=P-p_w(T_1)=98.12\ \text{kPa},\qquad D=P-p_w(T_2)=81.25\ \text{kPa}.
\]
The released amount is now \(m(k_1D_1-k_2D)\). It fills a volume in which its own partial pressure is \(D\), so
\[
V=\frac{RT_2}{D}\,m(k_1D_1-k_2D)=mRT_2\left(k_1\frac{D_1}{D}-k_2\right).
\]
The pressures no longer cancel. Their ratio is \(98.12/81.25=1.208\), and the volume becomes 8.1 mL. Vapour has nearly doubled it, although it makes up only a fifth of the gas.

## The estimate for air

Treat dry air as 21 % oxygen and 79 % nitrogen. Oxygen has \(k_1=12.50\) µmol/(kg kPa), so the solubility of air as a whole at 25 °C is
\[
0.21\times12.50+0.79\times6.50=7.76\ \text{µmol/(kg kPa)}.
\]
Suppose that heating leaves about three quarters of this solubility, and round the pressure ratio to 1.2. Then
\[
V\approx 1\times2.77\times7.76\times(1.2-0.75)\approx10\ \text{mL}.
\]

So the answer is about one per cent of the water volume. The bracket is a difference of two numbers of similar size, which makes the estimate sensitive: changing 0.75 to 0.70 raises the result by 11 %. A better value needs the temperature dependence of solubility, and also a decision about what the released gas is in contact with.

## Solubility and vapour pressure against temperature

At equilibrium the chemical potential of a gas is the same in both phases. With ideal gas and a dilute solution, each potential is a standard part plus \(RT\) times the logarithm of pressure or concentration. Equating them gives \(\ln k=-\Delta G^\circ/(RT)\), apart from the choice of units, where \(\Delta G^\circ\) is the standard Gibbs energy of dissolution. The Gibbs–Helmholtz relation then gives
\[
\frac{d\ln k}{dT}=\frac{\Delta H}{RT^2}.
\]
Between 25 and 60 °C, dissolution of these gases releases heat, so \(\Delta H<0\) and solubility falls on heating.

The enthalpy itself changes with temperature. Let its heat capacity \(\Delta C\) be constant, so that \(\Delta H=\Delta H_0+\Delta C\,(T-T_0)\). Separating the constant part from the part proportional to \(T\),
\[
\frac{\Delta H}{RT^2}=\frac{\Delta H_0-\Delta C\,T_0}{RT^2}+\frac{\Delta C}{RT}.
\]
The integral of \(1/T^2\) is \(-1/T\) and that of \(1/T\) is \(\ln T\). Therefore
\[
\ln\frac{k(T)}{k(T_0)}=-\frac{\Delta H_0-\Delta C\,T_0}{R}\left(\frac1T-\frac1{T_0}\right)+\frac{\Delta C}{R}\ln\frac{T}{T_0}.
\]

Rough values at \(T_0=298.15\) K are \(\Delta H_0=-12\) kJ/mol for oxygen and \(-10\) kJ/mol for nitrogen, with \(\Delta C=200\) J/(mol K) for both. For oxygen, \(\Delta H_0-\Delta C\,T_0=-71\,630\) J/mol and \(1/T_2-1/T_0=-3.524\times10^{-4}\) K\(^{-1}\). The first term is \(-3.036\), the second is \(+2.670\), and
\[
\frac{k(T_2)}{k(T_1)}=e^{-0.366}=0.694.
\]
The same steps give 0.755 for nitrogen. The constants at 60 °C are thus 8.67 and 4.91 µmol/(kg kPa).

The heat capacity matters. By 60 °C it has brought the enthalpies to \(-12+0.2\times35=-5\) kJ/mol and \(-3\) kJ/mol, so the solubility curve flattens. Holding the enthalpies at their 25 °C values would give a final volume of 11.7 mL instead of the 9.6 mL found below for the same sealed system, which is 22 % too much within this model.

Vapour pressure obeys a law of the same form. The Clapeyron equation is \(dp_w/dT=L/(T\Delta v)\), with \(L\) the molar heat of vaporization. Neglecting the liquid volume and treating the vapour as ideal, \(\Delta v=RT/p_w\), so \(d\ln p_w/dT=L/(RT^2)\). The integrated formula applies with \(p_w\) in place of \(k\). It is anchored at 100 °C, where \(p_w=P\), with \(L=41\) kJ/mol there and a heat capacity of \(-40\) J/(mol K). It gives the 3.20 and 20.08 kPa already used.

## Sealed system

Suppose first that the water is enclosed under a movable piston. At 25 °C it is saturated with moist air and no gas space remains. On heating at constant \(P\), all released gas stays in contact with the liquid. Full equilibrium and flat gas–liquid surfaces are assumed.

With \(y_i\) the fraction of gas \(i\) in dry air, the water initially holds \(n_i=mk_i(T_1)\,y_iD_1\):
\[
n_{\mathrm O}=0.997\times12.50\times0.21\times98.12=256.8\ \text{µmol},
\]
\[
n_{\mathrm N}=0.997\times6.50\times0.79\times98.12=502.4\ \text{µmol}.
\]

At 60 °C let gas \(i\) have partial pressure \(p_i\). The liquid holds \(a_ip_i\), where \(a_i=mk_i(T_2)\), and the gas space holds \(p_iV/(RT_2)\). Define \(g=V/(RT_2)\). Conservation of each gas requires
\[
n_i=p_i(a_i+g),\qquad p_i=\frac{n_i}{a_i+g}.
\]
The partial pressures must add up to the pressure left by the vapour:
\[
\frac{n_{\mathrm O}}{a_{\mathrm O}+g}+\frac{n_{\mathrm N}}{a_{\mathrm N}+g}=D.
\]
The mass \(m\) may be kept fixed, because the vapour in the final gas is only about 70 µmol, or a little over a milligram of water.

The left side falls steadily as \(g\) grows and tends to zero. There is therefore one positive solution if the left side exceeds \(D\) at \(g=0\), and none otherwise. Here \(a_{\mathrm O}=8.64\) and \(a_{\mathrm N}=4.89\) µmol/kPa, and
\[
\frac{n_{\mathrm O}}{a_{\mathrm O}}+\frac{n_{\mathrm N}}{a_{\mathrm N}}\approx29.7+102.7=132.4\ \text{kPa}>81.25\ \text{kPa}.
\]
Gas is released.

Multiplying the pressure equation by both denominators gives
\[
D(a_{\mathrm O}+g)(a_{\mathrm N}+g)=n_{\mathrm O}(a_{\mathrm N}+g)+n_{\mathrm N}(a_{\mathrm O}+g).
\]
Expanding and collecting powers of \(g\),
\[
Dg^2+Bg+C=0,
\]
\[
B=D(a_{\mathrm O}+a_{\mathrm N})-n_{\mathrm O}-n_{\mathrm N},
\]
\[
C=Da_{\mathrm O}a_{\mathrm N}-n_{\mathrm O}a_{\mathrm N}-n_{\mathrm N}a_{\mathrm O}.
\]
Since \(C=a_{\mathrm O}a_{\mathrm N}(D-n_{\mathrm O}/a_{\mathrm O}-n_{\mathrm N}/a_{\mathrm N})\) is negative, the roots have opposite signs. The physical one is
\[
g=\frac{-B+\sqrt{B^2-4DC}}{2D}\approx3.47\ \text{µmol/kPa}.
\]
The volume is \(V=RT_2g=2.770\times3.47\approx9.6\) mL.

The amounts released are \(p_ig\): 73.6 µmol of oxygen and 208.5 µmol of nitrogen, together 37 % of what was dissolved. Oxygen forms 26.1 % of the dry part of this gas, against 21 % in air. Two things favour oxygen: the water was richer in it than air is, and oxygen loses a larger part of its solubility on heating. Vapour makes up 19.8 % of the whole gas.

This result can be checked without using the pressure equation. Let \(x_i\) be the amounts of oxygen and nitrogen in the gas, \(x_w\) that of water vapour, and \(x\) their sum. Apart from a constant, the Gibbs energy is
\[
\frac{G}{RT_2}=\sum_{j=\mathrm{O,N},w}x_j\ln\frac{x_jP}{x}-x_w\ln p_w
+\sum_{i=\mathrm{O,N}}(n_i-x_i)\left[\ln\frac{n_i-x_i}{a_i}-1\right],
\]
with pressures inside logarithms in a common unit. The first sum belongs to the gas, the next term to the liquid water lost, and the last sum to the dissolved gases. Minimizing it numerically over the three gas amounts, with the values above, gives 9.617 mL, the same as the quadratic formula to the digits printed.

## Water open to fresh air

In an open tank the water may instead come to equilibrium with fresh moist air at 60 °C. The final partial pressures are then fixed at \(y_iD\), and the net amount lost is \(n_i-a_iy_iD\). If this net amount is expressed as a separate volume of vapour-saturated gas at 60 °C and pressure \(P\),
\[
V_{\text{open}}=\frac{RT_2}{D}\sum_i(n_i-a_iy_iD).
\]
Inserting \(n_i=mk_i(T_1)y_iD_1\) and \(a_i=mk_i(T_2)\), and taking out the common factors,
\[
V_{\text{open}}=mRT_2\sum_i y_ik_i(T_1)\left[\frac{D_1}{D}-\frac{k_i(T_2)}{k_i(T_1)}\right].
\]
This is the opening formula averaged over the composition of air. The single-gas volumes are 17.74 mL for oxygen and 8.13 mL for nitrogen, so
\[
V_{\text{open}}=0.21\times17.74+0.79\times8.13\approx10.1\ \text{mL}.
\]

A direct calculation of repeated contact agrees. The water, with its initial gas content, was equilibrated at 60 °C with 100 successive portions of fresh moist air, each containing 1000 µmol of dry air. The gas carried out, less the gas brought in, corresponds to 10.145 mL, as the formula gives.

Why is the open result larger? Write \(RT_2h_i\) for the single-gas volumes, which means \(n_i=y_iD(a_i+h_i)\). The open value of \(g\) is \(\sum_i y_ih_i\). In the sealed case, inserting this \(n_i\) into the pressure equation and dividing by \(D\) gives
\[
\sum_i y_i\frac{a_i+h_i}{a_i+g}=1.
\]
Subtracting \(\sum_i y_i=1\) in the form \(\sum_i y_i(a_i+g)/(a_i+g)\) leaves
\[
\sum_i\frac{y_i}{a_i+g}(h_i-g)=0.
\]
So the sealed \(g\) is also an average of the \(h_i\), but with weights \(y_i/(a_i+g)\). Oxygen has the larger \(h_i\) and also the larger \(a_i\), which reduces its weight, here from 0.21 to about 0.155. The sealed volume must therefore be smaller. Physically, the oxygen-rich gas kept above the water holds back about 36 µmol of oxygen that fresh air would let escape. Because this gas is poorer in nitrogen than air is, about 20 µmol more nitrogen leaves, which offsets only part of the difference.

A third possibility is that bubbles rise away as they form and are not replaced by air. Following the heating in 800 small steps, removing the equilibrium gas after each step and measuring all of it at 60 °C, gives 9.51 mL. Going from 400 to 800 steps changes this by less than 0.001 mL. The three ways of handling the gas thus differ by about 7 % at most.

## What the vapour does

In the sealed system, setting both vapour pressures to zero reduces the volume to 5.30 mL. Adding vapour to that same amount of released air, without letting more air escape, multiplies the volume by \(P/D=1.247\) and gives 6.61 mL. The full calculation gives 9.62 mL. Taken in this order, 1.3 mL comes from inflation of the bubbles and 3.0 mL from the additional air that leaves because its partial pressure has been lowered. The second effect is the larger one, and a correction for bubble humidity alone would miss it.

Two limits show how the volume depends on heating. When \(g\) is much smaller than both \(a_i\), the expansion \(1/(a_i+g)\approx1/a_i-g/a_i^2\) gives
\[
g\approx\frac{\sum_i n_i/a_i-D}{\sum_i n_i/a_i^2}.
\]
The release then starts in proportion to the excess gas pressure. At 60 °C this formula would give only about 5.8 mL. It is too low because the true pressure curve is convex and lies above its tangent, so it reaches \(D\) at a larger \(g\).

In the opposite limit, near boiling, \(D\) tends to zero and \(g\) becomes much larger than the \(a_i\). Then \(V\approx RT\sum_i n_i/D\), which grows without bound: nearly all the air has left, and the volume is mostly steam. Very close to boiling the assumption of a fixed liquid mass also fails. For more moderate heating the sealed volumes are 3.89 mL at 40 °C and 6.45 mL at 50 °C.

## From equilibrium to bubbles in a tank

Equilibrium says how much gas can leave, not whether bubbles appear. A spherical bubble of radius \(r\) has an internal pressure higher by \(2\gamma/r\), where \(\gamma\) is the surface tension. Consider water that has not yet lost gas, and a bubble whose oxygen and nitrogen are in the same proportion as the pressures \(n_i/a_i\). It grows only if
\[
\sum_i\frac{n_i}{a_i}>D+\frac{2\gamma}{r}.
\]
The excess pressure is 51.1 kPa, and \(\gamma\) is roughly 66 mN/m, so the bubble must have
\[
r>\frac{2\times66\ \text{mN/m}}{51.1\ \text{kPa}}\approx2.6\ \text{µm}.
\]
The limit shifts somewhat with the bubble's composition. If both gases diffuse about equally fast, a pocket of pure nitrogen starts to grow when its pressure is below \((n_{\mathrm O}+n_{\mathrm N})/a_{\mathrm N}\approx155\) kPa, that is, when its radius is above about 1.8 µm, because oxygen then enters faster than nitrogen leaves. This early growth can reverse as oxygen accumulates in the pocket, so it need not lead to a lasting bubble. Without gas pockets of a few micrometres or larger, the water can remain supersaturated, or lose its gas through the upper surface without visible bubbles.

The same condition gives a guide for degassing. If both gas contents are reduced to a fraction \(s\) of air saturation at 25 °C, no free bubble can persist at 60 °C when \(132.4\,s<81.25\), or \(s<0.61\). This holds at 1 atm, for equilibrium with these solubilities, if no air is taken up during heating, and if no part of the water is hotter than 60 °C. It says nothing about speed: just below the limit, a bubble of radius 0.5 mm in still water needs many hours to dissolve. It does not cover gas held in a water-repellent crevice, where the liquid surface bulges towards the gas: there the curvature lowers the gas pressure, and the pocket can survive at a smaller \(s\).

The parameters are rough values for real water and air, and the conditions are those of a warm rinse tank. Changing both dissolution enthalpies by 1 kJ/mol in the same direction moves the sealed result to 8.9 or 10.3 mL, about 7 % either way. A common percentage error in all Henry constants passes unchanged into the volume, because \(n_i\), \(a_i\) and hence \(g\) all scale together. Smaller effects, each taken alone in the sealed model, are these:

- Counting argon as additional oxygen-like gas adds 0.07 mL, and carbon dioxide adds 0.02 mL in pure water. In hard water that deposits calcium carbonate on heating, the carbon dioxide set free from bicarbonate can add several tenths of a millilitre.
- Keeping the gas under 10 cm of water raises its pressure by 0.96 kPa and removes about 0.3 mL.
- Bubbles of radius 0.5 mm have a curvature pressure of 0.26 kPa, which removes 0.08 mL.
- Nonideality of the vapour, estimated from a rough second virial coefficient, changes the volume of a gas of fixed amount and composition by about \(-0.1\) %. The accompanying shift of the equilibrium is not included in this figure. Air raises the vapour content of the gas by about half a per cent of its value, which adds roughly 0.3 % to the volume, so the net effect is small and positive.

The assumption most exposed in a real tank is complete release through bubbles. If it fails, the visible bubble volume can lie anywhere from zero up to roughly the equilibrium value, a far larger change than any item in the list. That upper bound assumes that no water is hotter than 60 °C. Water that passes a hotter heater surface can give up more: equilibrium at 80 °C releases gas that would measure about 15 mL at 60 °C.

The temperature of measurement must be stated as well. If the 282.1 µmol of air released in the sealed case is separated from the water and cooled to 25 °C, most of its vapour condenses. With \(RT_1=2.479\) mL kPa/µmol, the moist gas then occupies \(2.479\times282.1/98.12\approx7.1\) mL. At 60 °C the equilibrium estimate is 9.6 mL per litre for gas kept with the water and 10.1 mL per litre for water open to fresh air. With the uncertainty of the solubility data, both are best quoted as about 10 mL per litre. The detailed values are in the numerical output.

## Computed results

```
Total pressure P: 101.325 kPa
Water mass in one cold litre: 0.997 kg
Dry-air fraction O2: 21 %
Dry-air fraction N2: 79 %
O2 Henry constant 25 C: 12.50 umol/(kg kPa)
O2 Henry constant 60 C: 8.67 umol/(kg kPa)
O2 ratio k(60 C)/k(25 C): 0.6937 (no unit)
O2 dissolution enthalpy 25 C: -12 kJ/mol
O2 dissolution heat capacity: 200 J/(mol K)
O2 dissolved at start: 256.8 umol
O2 released, sealed: 73.6 umol
O2 single-gas volume RT2*h: 17.74 mL
N2 Henry constant 25 C: 6.50 umol/(kg kPa)
N2 Henry constant 60 C: 4.91 umol/(kg kPa)
N2 ratio k(60 C)/k(25 C): 0.7551 (no unit)
N2 dissolution enthalpy 25 C: -10 kJ/mol
N2 dissolution heat capacity: 200 J/(mol K)
N2 dissolved at start: 502.4 umol
N2 released, sealed: 208.5 umol
N2 single-gas volume RT2*h: 8.13 mL
Vaporization enthalpy at boiling: 41 kJ/mol
Vaporization heat capacity: -40 J/(mol K)
Vapour pressure 25 C: 3.20 kPa
Vapour pressure 60 C: 20.08 kPa
Dry-gas pressure 60 C: 81.25 kPa
Sealed volume, formula: 9.617 mL per litre
Sealed volume, Gibbs minimum: 9.617 mL per litre
Open volume, formula: 10.145 mL per litre
Open volume, repeated contact: 10.145 mL per litre
O2 in dry part of sealed gas: 26.1 %
Vapour in sealed gas: 19.8 %
Sealed volume without vapour: 5.30 mL per litre
Same gas inflated by vapour only: 6.61 mL per litre
Sealed volume at 40 C: 3.89 mL per litre
Sealed volume at 50 C: 6.45 mL per litre
Volume with constant enthalpies: 11.70 mL per litre
Volume, both enthalpies -1 kJ/mol: 10.26 mL per litre
Volume, both enthalpies +1 kJ/mol: 8.94 mL per litre
Volume, bubbles removed gradually: 9.510 mL per litre
Shift on halving its step: -0.00015 mL
Excess gas pressure before release: 51.1 kPa
Surface tension 60 C (rough): 66 mN/m
Smallest pocket radius that grows: 2.58 um
Shift from argon (O2-like): 0.070 mL
Shift from carbon dioxide: 0.016 mL
Pressure of 10 cm water head: 0.964 kPa
Shift from that head: -0.295 mL
Curvature pressure, radius 0.5 mm: 0.264 kPa
Shift from that curvature: -0.082 mL
Vapour nonideality, volume change: -0.11 %
```
